# The bound states of hydrogen in parabolic coordinates, part 1

(Sections cited here and not found follow in the later parts.)

Take hydrogen with a fixed point nucleus, no spin and no relativity, in atomic units (\(\hbar=m_e=e^2/4\pi\varepsilon_0=1\), so that lengths are in bohr and energies in hartree). The Hamiltonian is \(H=-\tfrac12\nabla^2-1/r\). Two simple functions, \(g_s=(2-r)e^{-r/2}\) and \(g_p=z\,e^{-r/2}\), are eigenfunctions with the same energy, and this can be checked by hand. For a function of \(r\) alone, \(\nabla^2 g=g''+2g'/r\). Here \(g_s'=(-2+r/2)e^{-r/2}\) and \(g_s''=(3/2-r/4)e^{-r/2}\), so \(\nabla^2g_s=(5/2-r/4-4/r)e^{-r/2}\) and

\[
Hg_s=\Big(-\frac54+\frac r8+\frac2r-\frac2r+1\Big)e^{-r/2}=-\frac18\,(2-r)\,e^{-r/2}.
\]

For a product \(z\,h(r)\) the Laplacian is \(z\nabla^2h+2\,\partial_zh\), because \(\nabla^2z=0\) and \(\nabla z\) is the unit vector along \(z\). With \(\partial_zh=h'z/r\) this is \(z(h''+4h'/r)\), and for \(h=e^{-r/2}\) it equals \(z(1/4-2/r)h\). Then \(Hg_p=(-1/8+1/r-1/r)g_p=-\tfrac18g_p\). These are the 2s and 2p\(_0\) states, both at \(E=-1/8\). Their norms follow from \(\int_0^\infty r^je^{-r}dr=j!\). For the first, \(4\pi\int(4-4r+r^2)r^2e^{-r}dr=4\pi(8-24+24)=32\pi\). For the second, the angular average of \(z^2\) is \(r^2/3\), which gives \((4\pi/3)\,4!=32\pi\). The two are orthogonal because one is even and the other odd under \(z\to-z\).

Since the energies agree, any combination is again an eigenfunction. The normalised difference is

\[
\frac{\psi_{2s}-\psi_{2p_0}}{\sqrt2}=\frac{2-r-z}{\sqrt{64\pi}}\,e^{-r/2}
=\frac{1}{\sqrt{16\pi}}\Big[\Big(1-\frac{\xi}{2}\Big)e^{-\xi/4}\Big]\Big[e^{-\eta/4}\Big],
\qquad \xi=r+z,\quad \eta=r-z, \tag{1}
\]

where \(r=(\xi+\eta)/2\) has been used to split the exponential. The function is a product of a factor that depends on \(\xi\) only and a factor that depends on \(\eta\) only. The sum \((\psi_{2s}+\psi_{2p_0})/\sqrt2\) is the same with \(\xi\) and \(\eta\) exchanged. The state (1) has no definite parity, and its charge cloud is displaced. The terms \(\langle 2s|z|2s\rangle\) and \(\langle 2p_0|z|2p_0\rangle\) vanish by parity, the two cross terms are equal, and so

\[
\langle z\rangle=-\langle 2s|z|2p_0\rangle=-\frac{1}{32\pi}\,\frac{4\pi}{3}\int_0^\infty(2-r)\,r^4e^{-r}dr=-\frac{48-120}{24}=+3,
\]

that is 3 bohr, or 1.59 Å. The product form in (1) holds for a full basis of every bound level of \(H=-\tfrac12\nabla^2-Z/r\), for any nuclear charge \(Z>0\). Showing this needs the Laplacian in the coordinates \(\xi,\eta,\varphi\), where \(\varphi\) is the azimuth about the \(z\) axis.

Because \(|z|\le r\), both \(\xi\) and \(\eta\) run over \([0,\infty)\). Let \(b=\sqrt{x^2+y^2}\) be the distance from the \(z\) axis. Then \(\xi\eta=r^2-z^2=b^2\), and the inverse map is

\[
x=\sqrt{\xi\eta}\cos\varphi,\qquad y=\sqrt{\xi\eta}\sin\varphi,\qquad z=\frac{\xi-\eta}{2},\qquad r=\frac{\xi+\eta}{2}.
\]

Squaring \(r=\xi-z\) gives \(b^2=\xi^2-2\xi z\), so a surface of constant \(\xi\) is a paraboloid of revolution with its vertex at \(z=\xi/2\), opening toward negative \(z\). Squaring \(r=\eta+z\) gives \(b^2=\eta^2+2\eta z\), a paraboloid with vertex at \(z=-\eta/2\), opening toward positive \(z\). The limiting surface \(\xi=0\) is the negative half of the \(z\) axis, and \(\eta=0\) is the positive half.

A change of \(\xi\) or \(\eta\) at fixed \(\varphi\) moves the point within the half-plane with coordinates \((b,z)\). The tangent vectors there are

\[
\partial_\xi(b,z)=\Big(\tfrac12\sqrt{\eta/\xi},\ \tfrac12\Big),\qquad
\partial_\eta(b,z)=\Big(\tfrac12\sqrt{\xi/\eta},\ -\tfrac12\Big).
\]

Their scalar product is \(\tfrac14-\tfrac14=0\). A change of \(\varphi\) moves the point perpendicular to the half-plane by \(b\,d\varphi\). The three directions are therefore mutually orthogonal, and the squared lengths of the tangent vectors are

\[
h_\xi^2=\frac14\Big(\frac\eta\xi+1\Big)=\frac{\xi+\eta}{4\xi},\qquad
h_\eta^2=\frac{\xi+\eta}{4\eta},\qquad h_\varphi^2=\xi\eta .
\]

The volume of a small cell is the product of its three edges. With \(h=h_\xi h_\eta h_\varphi=\dfrac{\xi+\eta}{4\sqrt{\xi\eta}}\sqrt{\xi\eta}\),

\[
dV=\frac{\xi+\eta}{4}\,d\xi\,d\eta\,d\varphi. \tag{2}
\]

The Laplacian is the net outward flux of \(\nabla\psi\) from such a cell divided by its volume. The component of the gradient along \(\xi\) is \(h_\xi^{-1}\partial_\xi\psi\), since a step \(d\xi\) has length \(h_\xi d\xi\). A face of constant \(\xi\) has area \(h_\eta h_\varphi\,d\eta\,d\varphi\). The flux through it is \((h/h_\xi^2)\,\partial_\xi\psi\,d\eta\,d\varphi\), and the difference between the two opposite faces is the \(\xi\) derivative of this times \(d\xi\). The three coefficients are

\[
\frac{h}{h_\xi^2}=\xi,\qquad \frac{h}{h_\eta^2}=\eta,\qquad \frac{h}{h_\varphi^2}=\frac{\xi+\eta}{4\xi\eta}. \tag{3}
\]

The last one does not depend on \(\varphi\) and passes through the \(\varphi\) derivative. Dividing the total flux by \(h\,d\xi\,d\eta\,d\varphi\) gives

\[
\nabla^2\psi=\frac{4}{\xi+\eta}\Big[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\Big]+\frac{1}{\xi\eta}\,\partial_\varphi^2\psi. \tag{4}
\]

The numerical check derives the scale factors symbolically from the Cartesian map, and tests (4) against the Cartesian Laplacian of a trial function that has no symmetry.

The potential is \(-Z/r=-2Z/(\xi+\eta)\). It carries the same denominator as the first part of (4), and this is what makes the separation work. Multiply \((H-E)\psi=0\) by \(-(\xi+\eta)/2\). The factor \(-\tfrac12\cdot\tfrac{4}{\xi+\eta}\) in front of the bracket becomes \(+1\). The factor \(-\tfrac12\cdot\tfrac1{\xi\eta}\) becomes \(+\tfrac{\xi+\eta}{4\xi\eta}=\tfrac1{4\xi}+\tfrac1{4\eta}\). The potential becomes \(+Z\), and \(-E\) becomes \(+E(\xi+\eta)/2\). So

\[
\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)+\Big(\frac1{4\xi}+\frac1{4\eta}\Big)\partial_\varphi^2\psi+\frac{E}{2}(\xi+\eta)\psi+Z\psi=0. \tag{5}
\]

Among central potentials only the Coulomb form survives this step. For a general \(V(r)\) the term \(Z\) in (5) is replaced by \(-rV(r)\), and the equation splits only if this is a function of \(\xi\) plus a function of \(\eta\). Such a sum has zero mixed derivative \(\partial_\xi\partial_\eta\). Since \(r=(\xi+\eta)/2\), the mixed derivative of \(rV\) is \(\tfrac14(rV)''\), so \(rV\) must be linear in \(r\), and \(V\) is a multiple of \(1/r\) plus a constant. A screened potential, such as the mean field seen by the valence electron of an alkali atom, does not separate in these coordinates.

Try \(\psi=f_1(\xi)f_2(\eta)e^{im\varphi}\). The wave function must return to its value when \(\varphi\) increases by \(2\pi\), so \(m\) is an integer, and \(\partial_\varphi^2\) gives \(-m^2\). Dividing (5) by \(\psi\),

\[
\Big[\frac{(\xi f_1')'}{f_1}+\frac{E\xi}{2}-\frac{m^2}{4\xi}\Big]+\Big[\frac{(\eta f_2')'}{f_2}+\frac{E\eta}{2}-\frac{m^2}{4\eta}\Big]+Z=0 .
\]

The first bracket depends only on \(\xi\) and the second only on \(\eta\). Changing \(\xi\) at fixed \(\eta\) leaves the second bracket and \(Z\) unchanged, so the first bracket cannot change either; it is a constant, called \(-Z_1\). The second is likewise a constant \(-Z_2\). Thus

\[
(\xi f_1')'+\Big[\frac{E\xi}2-\frac{m^2}{4\xi}+Z_1\Big]f_1=0,\qquad
(\eta f_2')'+\Big[\frac{E\eta}2-\frac{m^2}{4\eta}+Z_2\Big]f_2=0,\qquad Z_1+Z_2=Z. \tag{6}
\]

The nuclear charge is shared between two equations of identical form.

A normalisable eigenstate has \(E<0\). Replace a normalised eigenfunction \(\psi(\mathbf r)\) by \(\lambda^{3/2}\psi(\lambda\mathbf r)\), which keeps the norm. The kinetic energy \(T\) contains two derivatives and becomes \(\lambda^2T\), and the potential energy \(U=-Z\langle1/r\rangle\) becomes \(\lambda U\). The expectation value of \(H\) is stationary at an eigenstate under changes that keep the norm, so the derivative of \(\lambda^2T+\lambda U\) vanishes at \(\lambda=1\). This gives \(U=-2T\) and \(E=T+U=-T<0\). One may therefore write \(E=-\kappa^2/2\) with \(\kappa>0\).

Put \(\rho_1=\kappa\xi\) in the first equation of (6). Since \(\partial_\xi\,\xi\,\partial_\xi=\kappa\,\partial_{\rho}\,\rho\,\partial_{\rho}\), \(E\xi/2=-\kappa\rho/4\) and \(m^2/4\xi=\kappa m^2/4\rho\), a common factor \(\kappa\) can be divided out. The same holds for \(\rho_2=\kappa\eta\). With \(\mu=|m|\) and \(\beta_i=Z_i/\kappa\), both equations read

\[
(\rho f')'+\Big[\beta-\frac\rho4-\frac{\mu^2}{4\rho}\Big]f=0,\qquad\text{that is}\qquad
Bf=\beta f,\quad B=-\frac{d}{d\rho}\,\rho\,\frac{d}{d\rho}+\frac\rho4+\frac{\mu^2}{4\rho}, \tag{7}
\]

and the constraint becomes

\[
\beta_1+\beta_2=\frac Z\kappa. \tag{8}
\]

The operator \(B\) contains neither the energy nor the charge. Once its allowed values \(\beta\) are known, (8) fixes \(\kappa\) and hence \(E\).

Equation (7) is of second order and has two independent solutions, which are told apart by their behaviour at \(\rho=0\), that is on the \(z\) axis. For \(f\simeq\rho^p\) the term \((\rho f')'\) is \(p^2\rho^{p-1}\). The only other term of that order is \(-\tfrac{\mu^2}{4}\rho^{p-1}\), so \(p=\pm\mu/2\). For \(\mu\ge1\) the choice \(p=-\mu/2\) cannot be normalised. By (2) the norm contains \(\tfrac14\int\eta\,|f_2|^2d\eta\int|f_1|^2d\xi\), and \(\int d\xi\,\xi^{-\mu}\) diverges at the lower end, logarithmically for \(\mu=1\) and as a power for larger \(\mu\).

For \(\mu=0\) the two roots coincide. The leading equation \((\rho f')'\simeq0\) has the solutions \(f=1\) and \(f=\ln\rho\), and \((\ln\rho)^2\) is integrable at zero, so normalisation alone does not exclude the logarithm. It is excluded because it does not satisfy the Schrödinger equation on the axis itself. Suppose \(f_2\simeq c\ln\eta\) for small \(\eta\), with \(c\ne0\), and integrate \(\nabla^2\psi=-2(E+Z/r)\psi\) over the thin tube \(\eta<\epsilon\), \(\xi_a<\xi<\xi_b\), which surrounds a stretch of the positive \(z\) axis away from the nucleus. The right side is bounded by a constant times \(\int_0^\epsilon|\ln\eta|\,d\eta\) and goes to zero with \(\epsilon\). The left side is the flux of \(\nabla\psi\) through the surface of the tube. By (3) the flux through an end cap is \(2\pi\,\xi f_1'\int_0^\epsilon f_2\,d\eta\), which also goes to zero. The flux through the side wall is

\[
\int d\varphi\int_{\xi_a}^{\xi_b}d\xi\;\eta\,\partial_\eta\psi\Big|_{\eta=\epsilon}\;\longrightarrow\;2\pi c\int_{\xi_a}^{\xi_b}f_1\,d\xi ,
\]

and this is not zero on a stretch where \(f_1\) keeps one sign. The two sides disagree. A finite flux out of an infinitely thin tube would need a line source on the axis, as for the potential of a charged wire, and \(H\) contains none. The same argument on the negative axis applies to \(f_1\). The condition at \(\mu=0\) is therefore \(\rho f'\to0\), and for every \(\mu\) the admissible solution is the one that behaves as \(\rho^{\mu/2}\).

At large \(\rho\) the dominant terms of (7) are \(\rho f''\simeq\rho f/4\), with solutions \(e^{\pm\rho/2}\). Both limiting behaviours are removed by writing \(f=Pw\) with \(P=e^{-\rho/2}\rho^{\mu/2}\), for which \(P'=P\,(\mu-\rho)/2\rho\). Then

\[
\rho f'=P\Big[\rho w'+\frac{\mu-\rho}{2}\,w\Big],
\]

and differentiating once more, first the prefactor and then the bracket,

\[
(\rho f')'=P\Big[\frac{\mu-\rho}{2}\,w'+\frac{(\mu-\rho)^2}{4\rho}\,w+\rho w''+w'+\frac{\mu-\rho}{2}\,w'-\frac12\,w\Big].
\]

The \(w'\) terms add to \((\mu+1-\rho)w'\). In the \(w\) terms, \((\mu-\rho)^2/4\rho=\mu^2/4\rho-\mu/2+\rho/4\), and the first and last pieces cancel against \(-\mu^2/4\rho-\rho/4\) in (7). What remains is

\[
\rho w''+(\mu+1-\rho)\,w'+\nu\,w=0,\qquad \nu=\beta-\frac{\mu+1}{2}. \tag{9}
\]

The admissible solution has \(w\) finite and nonzero at the origin. Insert \(w=\sum_{j\ge0}c_j\rho^j\) and collect the coefficient of \(\rho^j\). The term \(\rho w''\) gives \((j+1)j\,c_{j+1}\), the term \((\mu+1)w'\) gives \((\mu+1)(j+1)c_{j+1}\), the term \(-\rho w'\) gives \(-jc_j\), and the last gives \(\nu c_j\). Hence

\[
c_{j+1}=\frac{j-\nu}{(j+1)(j+\mu+1)}\,c_j. \tag{10}
\]

The denominator never vanishes, so \(c_0\) fixes the whole series, and the ratio of successive coefficients goes to zero, so the series converges for all \(\rho\).

If \(\nu\) is not one of \(0,1,2,\dots\), no coefficient vanishes. The fraction \((j-\nu)/(j+\mu+1)\) tends to 1, so beyond some index \(J\) it exceeds \(3/4\). From there on all \(c_j\) have one sign and \(|c_{j+1}|>\tfrac34|c_j|/(j+1)\), which is the recursion obeyed with equality by the coefficients of \(e^{3\rho/4}\). So \(|w|\) exceeds a positive constant times \(e^{3\rho/4}\), less a polynomial of degree below \(J\), and \(|f|\) grows at least as fast as \(e^{\rho/4}\). The product \(f_1f_2\) then cannot be normalised, whatever the other factor is. The actual rate of growth follows from inserting \(f\simeq e^{\rho/2}\rho^{q}\) into (7). With \(f'/f=\tfrac12+q/\rho\) and \(f''/f=\tfrac14+q/\rho+O(\rho^{-2})\), the terms \(\pm\rho/4\) cancel and the terms of order \(\rho^0\) require \(q+\tfrac12+\beta=0\). For the trial value \(\beta=0.2\) at \(\mu=0\) this predicts \(f'/f\simeq0.5-0.7/\rho\), which is 0.498 at \(\rho=400\); the program finds 0.4982 there.

The Coulomb problem has now been separated in parabolic coordinates into two equations of the same form, and a solution that is regular on the axis cannot be normalised unless its power series ends. It remains to find the values of \(\beta\) for which the series ends, and from them the energies, the normalised states and the number of states in each level.
